\section*{Missing Collisions When Each Time Step Allows at Most One}

\section{Problem}

In a particle simulation of a low-pressure plasma, each electron is moved through a time step $\Delta t$ and then tested for a collision with the gas. A random number decides whether a collision takes place, with probability
\begin{equation}
P=1-e^{-a},\qquad a=\nu\,\Delta t ,
\label{eq:P}
\end{equation}
where $\nu$ is the collision frequency. At most one collision is carried out per step. Assume that $\nu$ is constant during the step and is not changed by a collision.

(a) For $a=0.1$, what fraction of the true mean number of collisions does the algorithm miss?

(b) How small must $a$ be for the missing fraction to fall to 1 percent?

(c) Is the relaxation of the mean electron velocity wrong by the same fraction?

\section{A tempting solution}

The algorithm treats a step correctly if the electron has no collision or one collision. It fails if there are two or more. For random, independent collisions the probabilities of none and one are $e^{-a}=0.904837$ and $ae^{-a}=0.090484$, so the probability of failure is
\begin{equation}
1-0.904837-0.090484=0.004679 .
\label{eq:wrong}
\end{equation}
The algorithm therefore misses about 0.47 percent of the collisions.

\section{Where it fails}

The number in (\ref{eq:wrong}) is correct, but it is a fraction of \emph{steps}. The question asks for a fraction of \emph{collisions}. Most steps contain no collision at all, and they belong in the first denominator but not in the second. In 1000 steps there are on average 100 collisions, so about five faulty steps must be compared with 100 events and not with 1000.

There is also a smaller fault. A step with three collisions loses two of them, yet (\ref{eq:wrong}) counts it once. A step with $k\ge1$ collisions must be given the weight $k-1$.

\section{Solution}

\subsection{The true number of collisions}

Let $p_k(t)$ be the probability that $k$ collisions have occurred by time $t$ after the start of the step. A collision takes the electron from $k-1$ to $k$ at the rate $\nu$, and the next one takes it out of $k$ at the same rate:
\begin{equation}
\frac{dp_0}{dt}=-\nu p_0,\qquad
\frac{dp_k}{dt}=\nu p_{k-1}-\nu p_k\quad(k\ge1),
\end{equation}
with $p_0(0)=1$ and all other $p_k(0)=0$. Write $p_k=e^{-\nu t}g_k$. The derivative of the exponential cancels the loss term, which leaves
\begin{equation}
\frac{dg_0}{dt}=0,\qquad \frac{dg_k}{dt}=\nu g_{k-1}.
\end{equation}
Hence $g_0=1$, and successive integration from zero gives $g_1=\nu t$, $g_2=(\nu t)^2/2$, and in general $g_k=(\nu t)^k/k!$. At $t=\Delta t$,
\begin{equation}
p_k=\frac{a^k}{k!}e^{-a}.
\label{eq:poisson}
\end{equation}
This is the Poisson distribution. Its mean is
\begin{equation}
\langle k\rangle=\sum_{k\ge1}k\,\frac{a^k}{k!}e^{-a}
=a\,e^{-a}\sum_{k\ge1}\frac{a^{k-1}}{(k-1)!}=a ,
\end{equation}
because the last sum is $e^{a}$.

\subsection{The number counted, and the loss}

The algorithm records one collision with probability $P$ and none otherwise, so its mean is $P$. Since $P=1-p_0$, it replaces every $k\ge1$ by 1. The mean number lost per step is
\begin{equation}
\sum_{k\ge1}(k-1)p_k=\sum_{k\ge1}kp_k-\sum_{k\ge1}p_k
=a-(1-e^{-a}).
\end{equation}
Division by the true mean $a$ gives the undercount
\begin{equation}
f(a)=1-\frac{1-e^{-a}}{a}.
\label{eq:f}
\end{equation}
For $a=0.1$,
\begin{equation}
f=\frac{0.100000-0.095163}{0.100000}=0.0484 ,
\end{equation}
which answers (a): the algorithm misses 4.8 percent of the true mean. Relative to the smaller, counted mean the same loss is 5.1 percent. Steps with two collisions supply $0.004524/0.004837=93.5$ percent of the loss.

Averaging over more steps does not help. For $M$ steps the true and counted means are $Ma$ and $MP$, and $M$ cancels from their ratio.

\subsection{Small and large steps}

Insert $e^{-a}=1-a+a^2/2-a^3/6+a^4/24-\dots$ into (\ref{eq:f}):
\begin{align}
\frac{1-e^{-a}}{a}&=1-\frac a2+\frac{a^2}{6}-\frac{a^3}{24}+\dots,\\
f(a)&=\frac a2-\frac{a^2}{6}+\frac{a^3}{24}-\dots
\label{eq:series}
\end{align}
The leading term has a direct meaning. A double collision has probability near $a^2/2$, and the mean number of collisions is $a$; their ratio is $a/2$. At $a=0.1$ the three terms give $0.05000-0.00167+0.00004=0.0484$.

For (b), the leading term suggests $a\approx0.02$, and the full equation $f(a)=0.01$ gives $a=0.0201$. In the opposite limit, $a\gg1$, the exponential vanishes and $f\to1-1/a$: the algorithm then records one collision per step, however many occur.

\subsection{Velocity relaxation}

Suppose that no field acts, that scattering leaves the speed unchanged, and that its azimuth is random. Each scattering then multiplies the mean velocity by $c$, the mean cosine of the scattering angle. The true factor for one step is
\begin{equation}
\sum_{k\ge0}c^kp_k=e^{-a}\sum_{k\ge0}\frac{(ca)^k}{k!}=e^{-a(1-c)},
\end{equation}
while the algorithm gives
\begin{equation}
(1-P)+cP=1-P(1-c).
\end{equation}
For isotropic scattering, $c=0$, both equal $e^{-a}$. The first collision already erases the mean direction, and a second has nothing left to erase. For $c=0.5$ the algorithm's factor is $1-0.5\times0.095163=0.95242$. Its relaxation rate times $\Delta t$ is $-\ln0.95242=0.04875$ instead of $0.05$, so relaxation is 2.5 percent too slow.

The answer to (c) is therefore no in general: the error depends on the scattering angle. It vanishes at $c=0$, grows toward the full $f$ as $c\to1$ (4.4 percent at $c=0.9$), and changes sign for $c<0$, where relaxation is too fast. If instead each collision removes a fixed energy, the mean energy loss is proportional to the mean number of collisions and does carry the full error $f$.

\section{Two changes to the algorithm}

The limit of one collision per step does not by itself determine the undercount; the choice of probability matters too. With the linear rule $P_{\rm lin}=a$, allowed for $a\le1$, the mean is correct. Other properties are not. The probability of no collision becomes $0.9000$ instead of $0.9048$, so for isotropic scattering the mean velocity decays too fast. The variance of the count is $a(1-a)=0.090$. For the Poisson distribution, $\langle k(k-1)\rangle=a^2$, so the true variance is $a^2+a-a^2=a=0.100$.

In the null-collision method, candidate collisions are drawn at a constant frequency that is at least as large as the real one, and each candidate is accepted as real with probability $q$. Take $q$ constant and let $a$ refer to the candidates. The true mean of real collisions is $qa$, the algorithm's mean is $qP$, and $q$ cancels:
\begin{equation}
1-\frac{qP}{qa}=f(a).
\end{equation}
For $a=0.1$ and $q=0.25$ the real frequency times the step is 0.025, which would suggest $f(0.025)=1.2$ percent. The undercount is nevertheless 4.8 percent, because a null candidate can use up the one place available in a step. For the same reason the exact velocity relaxation found for $c=0$ is lost: the factor per step is $1-qP$ instead of $e^{-qa}$, and the relaxation rate is 3.7 percent too slow in this example.

\section{A deposition reactor near 1 Torr}

Consider a capacitively coupled reactor driven at 13.56 MHz, with gas at $p=1$ Torr and $T=500$ K, electron density $n_e=3\times10^9\ \mathrm{cm^{-3}}$, electron energy $E=3$ eV and a constant cross section $\sigma=10^{-15}\ \mathrm{cm^2}$. In Gaussian units,
\begin{align}
n&=\frac{p}{k_BT}=1.93\times10^{16}\ \mathrm{cm^{-3}},\\
v&=\sqrt{\frac{2E}{m}}=1.03\times10^{8}\ \mathrm{cm/s},\\
\nu&=n\sigma v=1.98\times10^{9}\ \mathrm{s^{-1}}.
\end{align}
The step with $a=0.1$ is $\Delta t=0.1/\nu=50.4$ ps. The algorithm then produces $P/\Delta t=1.89\times10^9$ collisions per second. A 1 percent undercount requires about 10 ps, a fifth of that step.

The plasma frequency is
\begin{equation}
\omega_p=\sqrt{\frac{4\pi n_ee^2}{m}}=3.09\times10^9\ \mathrm{rad/s},
\end{equation}
so $\omega_p\Delta t=0.156$. One plasma oscillation spans $2\pi/0.156\approx40$ steps, and one drive period spans 1463. A step that resolves both motions well can still miss nearly 5 percent of the collisions.

\subsection{When the collision frequency is not constant}

\emph{Spread of speeds.} For a Maxwellian with mean energy 3 eV and the same $\sigma$, $a$ is proportional to speed. Its mean is 0.0921, while $\langle a^2\rangle=0.01$ because the mean energy is held fixed. The leading estimate for all collisions pooled is $\langle a^2\rangle/(2\langle a\rangle)=5.4$ percent, and the full average gives 5.2 percent.

\emph{Acceleration.} Let a field of strength $F$ push the electron along its motion. On a collision-free flight the integral of $\nu$ over the step is
\begin{equation}
a_F=n\sigma\left(v\Delta t+\frac{eF}{2m}\Delta t^2\right).
\end{equation}
This serves as an estimate of the true mean; the effect of a deflection on the later path is left out. For isotropic elastic scattering that effect shifts the sheath values below by about 0.0004 toward 0.1, which lowers the 16 percent to about 15 percent. If $P$ is computed from the initial speed, the shortfall is $1-P/a_F$. A bulk field of 10 V/cm gives $a_F=0.1004$ and a shortfall of 5.2 percent. A sheath field of 300 V/cm adds 1.75 eV in one step and gives
\begin{equation}
a_F=0.1129,\qquad 1-\frac{0.0952}{0.1129}=16\ \text{percent}.
\end{equation}
If the electron moves against the same force, the field term changes sign and $a_F=0.0871$. This is less than $P$, so the algorithm overcounts by about 9 percent. These figures depend on which speed enters $P$. With the speed at the end of the step the signs reverse: an overcount of about 5 percent along the force and a shortfall of about 18 percent against it. With the mid-step speed, as in a leapfrog push, $a$ equals $a_F$ and the shortfall is 4 to 5 percent in both directions.

\emph{Energy loss.} Let a 15 eV electron lose 12 eV in its first collision and keep 3 eV afterwards. With $\sigma$ still constant, $a_1=0.1\sqrt{15/3}=0.2236$ before the loss and $a_2=0.1$ after it. Let $s$ be the fraction of the step elapsed at the first collision, with density $a_1e^{-a_1s}$. The mean fraction of the step that remains, counted as zero if no collision occurs, follows by parts:
\begin{align}
\int_0^1(1-s)a_1e^{-a_1s}\,ds
&=\Big[-(1-s)e^{-a_1s}\Big]_0^1-\int_0^1e^{-a_1s}\,ds\nonumber\\
&=1-\frac{P_1}{a_1},\qquad P_1=1-e^{-a_1}.
\end{align}
Later collisions occur at the rate $a_2$ per step, so the true mean is
\begin{equation}
P_1+a_2\left(1-\frac{P_1}{a_1}\right)=0.2004+0.0104=0.2108 .
\end{equation}
The undercount is $0.0104/0.2108=4.9$ percent. The constant-frequency formula would give $f(0.2236)=10.4$ percent, because it ignores the slowing that makes a second collision less likely.

\subsection{Reading the result for a real reactor}

The pressure, temperature, density, fields and cross section above are round values chosen for illustration, not data for a particular reactor or gas. In a real gas the cross section varies with energy, an effect not sized here, and the assumption of constant $\nu$ breaks down. Within the model, the spread of speeds and the bulk field each move the 4.8 percent by less than half a percentage point. If $P$ is computed from the initial speed, the sheath field changes it to a shortfall of roughly 15 to 16 percent for a step along the force, or an overcount of roughly 9 percent for a step against it. For a constant cross section, and with $P$ computed from each electron's own speed, the value $f(0.1)$ is thus a fair guide for the average over the bulk electrons at this step. It is not a guide for the null-collision method, where the candidate frequency must cover the fastest electron and every electron loses $f(a_{\max})$: 10.4 percent for a ceiling of 15 eV and 14 percent for 30 eV. Fast electrons have a larger $a$ and can miss a larger fraction. In a strong sheath the error of a single step along or against the force depends on the speed used in $P$; for an electron that enters the sheath and is reflected without deflection, the field terms of the inward and outward legs cancel.

\section*{Calculated quantities}
\begin{verbatim}
nu*dt = 0.100
probability of no collision = 0.904837
probability of exactly one collision = 0.090484
probability of exactly two collisions = 0.004524
probability of exactly three collisions = 0.000151
true mean collisions per step = 0.100000
counted mean per step, P = 0.095163
missing collisions per step = 0.004837
share of missing from double collisions = 93.5 %
undercount relative to true mean = 4.837 %
shortfall relative to counted mean = 5.083 %
undercount from three series terms = 4.838 %
undercount from random event times = 4.84 %
algorithm mean from uniform draws = 0.09507
null method: real fraction q = 0.25
null method: simulated undercount = 4.88 %
f at real frequency only, f(q*a) = 1.24 %
linear rule: no-collision probability = 0.9000
linear rule: mean from draws = 0.09986
linear rule: variance = 0.0900
true variance = 0.1000
relaxation-rate deficit, c=0 = 0.00 %
relaxation-rate deficit, c=0.5 = 2.50 %
gas pressure = 1.0 Torr
gas temperature = 500 K
cross section = 1.0e-15 cm^2
electron energy = 3.0 eV
electron density = 3.0e+09 cm^-3
gas density = 1.931e+16 cm^-3
electron speed = 1.027e+08 cm/s
mean free path = 0.0518 cm
collision frequency = 1.984e+09 s^-1
time step = 50.40 ps
counted collision rate = 1.888e+09 s^-1
plasma frequency = 3.090e+09 rad/s
plasma frequency times step = 0.156
drive frequency = 13.56 MHz
steps per drive period = 1463
nu*dt for 1 % undercount = 0.02013
time step for 1 % undercount = 10.15 ps
Maxwellian: mean nu*dt = 0.09213
Maxwellian: pooled undercount = 5.21 %
bulk field = 10 V/cm
bulk: energy gain in one step = 0.052 eV
bulk: collision integral = 0.10043
bulk: shortfall with frozen P = 5.25 %
sheath field = 300 V/cm
sheath: energy gain in one step = 1.754 eV
sheath: collision integral = 0.11294
sheath: shortfall with frozen P = 15.74 %
inelastic case: initial energy = 15 eV
inelastic case: energy loss = 12 eV
inelastic case: nu*dt before = 0.2236
inelastic case: nu*dt after = 0.1000
inelastic case: true mean = 0.21076
inelastic case: counted mean = 0.20037
inelastic case: undercount = 4.93 %
constant-nu f at same start = 10.39 %
\end{verbatim}
